# Shooting a Diode-Law Top Contact to Its Hyperbolic-Cotangent Limit

## What dimensions and symmetry fix

A metal lies on a conducting sheet over a length \(L\) and width \(W\). Current passes vertically between metal and sheet and leaves sideways into a channel. The data are the sheet resistance \(R_s\) under the metal, the current density scale \(J_0\) of the vertical diode, the thermal voltage \(V_T=kT/q\), the length \(L\) and the applied voltage \(V\). These five quantities are built from three independent units (volt, ampere, metre), so two dimensionless numbers remain. With

\[
\rho_c=\frac{V_T}{J_0},\qquad L_T=\sqrt{\frac{\rho_c}{R_s}},
\]

the contact resistance times width must have the form

\[
R_cW=\sqrt{R_s\rho_c}\;f(\ell,v_1),\qquad \ell=\frac{L}{L_T},\quad v_1=\frac{V}{V_T}.
\]

Symmetry adds one fact. If the vertical current were an odd function of voltage, \(f\) would be even in \(v_1\); for a smooth law this excludes a linear term, whereas an odd law with a kink in its curvature at zero can still give a term in \(|v_1|\). A diode law is not odd, so \(f\) may contain a term linear in \(v_1\), and a resistance measured at one polarity may approach its zero-bias limit only linearly. We have to find \(f\), show that \(f(\ell,0)=\coth\ell\), and do so with a method that survives the exponential.

## The boundary-value problem

Let the sheet end at \(x=0\) and enter the channel at \(x=L\). The metal is an equipotential, transport is steady and diffusive, \(R_s\) and the temperature are uniform, and no current enters through the end of the sheet. Let \(u(x)\) be the metal potential minus the local electrochemical potential of the sheet, expressed in volts. The downward current density is

\[
J(u)=J_0\left(e^{u/V_T}-1\right),
\]

with \(u>0\) forward bias for an n-type sheet. Let \(K(x)\) be the sheet current per width towards the channel. A strip \(dx\) collects \(J\,dx\), so \(dK/dx=J(u)\). The sheet potential falls along the current at the rate \(R_sK\). Since \(u\) is the metal potential minus the sheet potential, \(u\) rises at that rate:

\[
\frac{du}{dx}=R_sK,\qquad K(0)=0,\qquad u(L)=V.
\]

Put \(v=u/V_T\) and \(s=x/L_T\). Combining the two equations gives \((V_T/L_T^2)\,v''=R_sJ_0(e^v-1)\). Because \(L_T^2=V_T/(J_0R_s)\), all constants cancel:

\[
v''=e^v-1,\qquad v'(0)=0,\qquad v(\ell)=v_1 .
\]

The edge current follows from \(K=(du/dx)/R_s\). With \(i=v'(\ell)\),

\[
K(L)=\frac{V_T}{R_sL_T}\,i,\qquad R_cW=\frac{V}{K(L)}=R_sL_T\,\frac{v_1}{i}.
\]

Since \(R_sL_T=\sqrt{R_s\rho_c}\), the unknown function is \(f=v_1/i\).

## The naive scheme and its failure

The slope is known at the closed end, so the natural plan is to guess \(v_0=v(0)\), integrate to \(s=\ell\), and correct \(v_0\) by Newton's method until \(v(\ell)=v_1\). The natural guess comes from the linear contact, \(v''=v\), which has \(v=v_0\cosh s\) and therefore \(v_0=v_1/\cosh\ell\).

Take \(L=500\) nm, \(L_T=227\) nm and \(V=100\) mV at 300 K. The guess is \(u(0)=21.9\) mV. The trial solution started there diverges after 390 nm, inside the contact. There is no value \(v(\ell)\), so there is no residual and no Newton step.

The cause lies in the first integral. Multiplying \(v''=e^v-1\) by \(v'\) and integrating from the closed end, where \(v'=0\), gives

\[
\tfrac12 v'^2=e^v-v-\left(e^{v_0}-v_0\right).
\]

At large \(v\) the slope is close to \(\sqrt2\,e^{v/2}\), and the distance needed to go from \(v\) to infinity is about \(\int_v^\infty e^{-t/2}dt/\sqrt2=\sqrt2\,e^{-v/2}\), which is finite. Every start with \(v_0>0\) therefore runs away at a finite distance, and one that is far too high does so inside the contact. In reverse bias \(|v''|<1\), and this cannot happen.

**Repair 1: freeze the diode.** For \(v_0>0\), \(v''>0\) and \(v\) rises from the closed end; for \(v_0<0\), \(v''<0\) and \(v\) falls. In both cases \(|v|\) is largest at the channel edge, so the wanted solution never exceeds \(\max(v_1,0)\). We replace \(e^v-1\) by a constant above \(v_c=\max(v_1,0)+1\). Trial solutions now have bounded curvature and remain finite. A solution of the frozen problem that ends at \(v_1\) has also stayed below \(v_c\), so it solves the original problem.

## Why there is one root, and where it lies

Let \(w=\partial v/\partial v_0\). Differentiating the equation and its initial data with respect to \(v_0\) gives

\[
w''=e^v w,\qquad w(0)=1,\qquad w'(0)=0,
\]

with \(w''=0\) where the current is frozen. While \(w\) is positive, \(w''\ge0\), so \(w'\ge0\) and \(w\) cannot fall below 1. Thus \(v(\ell)\) increases strictly with \(v_0\), and there is at most one root. There is also at least one: \(v_0=0\) gives \(v(\ell)=0\), \(v_0=v_1\) gives \(|v(\ell)|>|v_1|\), and \(v(\ell)\) varies continuously in between.

To bracket the root, write \(v''=g(v)\,v\) with \(g(v)=(e^v-1)/v\). This is the slope of the chord from the origin to a convex curve, so it increases with \(v\). Over the voltages present in the contact, \(g\) lies between \(g(0)=1\) and

\[
\kappa^2=\frac{e^{v_1}-1}{v_1}.
\]

Compare \(v\) with \(y=v_0\cosh(as)\), which obeys \(y''=a^2y\) with the same initial data. Then

\[
(v'y-vy')'=v''y-vy''=(g-a^2)\,vy .
\]

Here \(vy>0\). If \(g\ge a^2\), the bracket \(v'y-vy'\) starts at zero and cannot decrease, so \((v/y)'=(v'y-vy')/y^2\ge0\) and \(|v_1|\ge|v_0|\cosh a\ell\). If \(g\le a^2\), the inequality is reversed. Using \(a=1\) and \(a=\kappa\) in turn shows that

\[
|v_0|\ \text{lies between}\ \frac{|v_1|}{\cosh\ell}\ \text{and}\ \frac{|v_1|}{\cosh\kappa\ell}
\]

for either sign of bias. In forward bias the naive guess is thus the upper bound.

**Repair 2: search in the logarithm.** For the 500 nm contact at 100 mV the bracket runs from 0.095 to 21.9 mV, a factor of 230. A variable suited to such a range is \(\eta=\ln|v_0|\), with residual \(r=\ln[v(\ell)/v_1]\). By the chain rule,

\[
\frac{dr}{d\eta}=\frac{1}{v(\ell)}\,\frac{\partial v(\ell)}{\partial v_0}\,v_0=\frac{v_0\,w(\ell)}{v(\ell)} .
\]

For a linear contact \(r=\eta+\ln\cosh\ell-\ln|v_1|\), whose slope is 1, so one Newton step suffices.

The scheme is then:

1. Start at the middle of the bracket in \(\eta\).
2. Integrate \(v\) and \(w\) together, with the frozen diode.
3. If \(r>0\), the current \(\eta\) becomes the upper bound; otherwise it becomes the lower bound.
4. Replace \(\eta\) by \(\eta-r\,v(\ell)/[v_0w(\ell)]\). If this leaves the bracket, take the midpoint instead.
5. Stop when \(|r|<10^{-10}\).

At 100 mV this took seven integrations and gave \(u(0)=11.28\) mV. The scheme as listed is not safe at larger forward bias. Step 4 accepts any Newton step that stays inside the bracket, so nothing forces the bracket to shrink, and for \(v_1=8\), \(\ell=2.2\) the iteration has not converged after 40 integrations. Taking the midpoint also whenever two successive steps have failed to halve the bracket forces it to close. For \(v_1=16\) at the same length the starting midpoint lies near \(\eta=-817\), where \(e^\eta\) underflows in double precision, so the lower bound must then be cut off.

The result was checked against a different formulation: a ladder of 3000 cells, each a diode feeding a resistor, solved for all node voltages at once. For 500 nm at \(\pm100\) and 25 mV, and for 50 nm at 100 mV, the largest relative difference in edge current was \(2.7\times10^{-6}\).

## The small-bias limit and its first correction

For small \(v_1\), expand \(v=v_1a(s)+v_1^2b(s)+\dots\) and \(e^v-1=v+v^2/2+\dots\). Collecting powers of \(v_1\) gives

\[
a''=a,\qquad b''=b+\tfrac12a^2,
\]

with \(a'(0)=b'(0)=0\), \(a(\ell)=1\) and \(b(\ell)=0\). Let \(c=\cosh\ell\). The first equation gives \(a=\cosh s/c\), hence \(a'(\ell)=\tanh\ell\) and

\[
R_cW\to\sqrt{R_s\rho_c}\,\coth\frac{L}{L_T}\qquad(V\to0).
\]

For \(L\ll L_T\) this becomes \(\rho_c/L\): the whole area conducts uniformly. For \(L\gg L_T\) it becomes \(\sqrt{R_s\rho_c}\), and added length carries little current.

For the correction, \(a^2/2=\cosh^2s/(2c^2)=(1+\cosh2s)/(4c^2)\). Try the particular solution \(b_p=(\alpha+\beta\cosh2s)/(4c^2)\). Then \(b_p''-b_p=(-\alpha+3\beta\cosh2s)/(4c^2)\), so \(\alpha=-1\) and \(\beta=1/3\). Adding a multiple of \(\cosh s\) keeps \(b'(0)=0\), and \(b(\ell)=0\) fixes the multiple:

\[
b=b_p(s)-b_p(\ell)\frac{\cosh s}{c},\qquad b'(\ell)=b_p'(\ell)-b_p(\ell)\tanh\ell .
\]

From \(\sinh2\ell=2c\sinh\ell=2c^2\tanh\ell\) and \(\cosh2\ell=2c^2-1\),

\[
b_p'(\ell)=\frac{\tanh\ell}{4c^2}\,\frac{4c^2}{3},\qquad
b_p(\ell)=\frac{1}{4c^2}\left(\frac{2c^2}{3}-\frac43\right).
\]

Subtracting,

\[
b'(\ell)=\frac{\tanh\ell}{4c^2}\left(\frac{2c^2}{3}+\frac43\right)=\tanh\ell\left(\frac16+\frac{1}{3c^2}\right).
\]

The current is \(i=v_1\tanh\ell+v_1^2b'(\ell)+\dots\), and inverting \(i/v_1\) to first order gives

\[
f=\coth\ell\left[1-v_1\left(\frac16+\frac{1}{3\cosh^2\ell}\right)+O(v_1^2)\right].
\]

The coefficient falls from \(1/2\) for a short contact, which is that of the bare diode, to \(1/6\) for a long one. The mean of the resistances at \(+V\) and \(-V\) has no linear error. For five values of \(\ell\) from 0.1 to 8, this mean at \(|v_1|=0.001\) agreed with \(\coth\ell\) to a relative \(8.3\times10^{-8}\).

## Away from small bias

For a long contact \(v_0\to0\), and the first integral gives

\[
i=\pm\sqrt{2\left(e^{v_1}-1-v_1\right)},
\]

with the sign of \(v_1\). At strong forward bias the current grows as \(e^{v_1/2}\), although the local diode grows as \(e^{v_1}\). The sheet resistance confines the current to the edge. A measure of the conducting length is \(K(L)/J(V)\), which tends to \(\sqrt2\,L_Te^{-v_1/2}\) in this limit.

In reverse bias the diode saturates. Since \(|v''|<1\), integrating twice from the closed end gives \(|v_0|>|v_1|-\ell^2/2\). When this lower bound is much larger than 1, every part of the contact carries nearly \(-J_0\). Then \(K(L)\to-J_0L\), and the resistance \(|V|/(J_0L)\) grows with bias.

## A numerical example on the scale of MoS\(_2\) contacts

Take \(T=300\) K, \(R_s=20\) kΩ per square and \(J_0=2500\) A/cm², or \(2.5\times10^7\) A/m². Then

\[
\rho_c=\frac{0.02585\ \text{V}}{2.5\times10^{7}\ \text{A/m}^2}=1.034\times10^{-9}\ \Omega\,\text{m}^2,
\]

\[
L_T=\sqrt{\frac{1.034\times10^{-9}}{2\times10^{4}}}\ \text{m}=227\ \text{nm},\qquad R_sL_T=4548\ \Omega\,\mu\text{m}.
\]

For \(L=500\) nm, \(\ell=2.199\) and the coth law gives 4661 Ω µm. At \(+1\) mV, \(v_1=0.0387\) and the linear correction is \(0.0387\times0.183=0.71\,\%\), which predicts 4628 Ω µm. Shooting also gives 4628, and the mean over both polarities is 4661. For \(L=50\) nm the \(+1\) mV value is 1.9 % below the law, because the coefficient is then close to \(1/2\).

With \(R_s\) and \(J_0\) held fixed, doubling the length from 500 to 1000 nm lowers the small-bias resistance by 2.4 %, to 4549 Ω µm. At small bias there is thus little to gain from a contact longer than about two transfer lengths. In strong reverse bias, where nearly the whole area carries current, extra length still helps, but only until the long-contact limit is reached: at \(-100\) mV the current magnitude is 11.2, 13.6 and 13.7 µA/µm for 500, 1000 and 2000 nm.

At \(+100\) mV and 500 nm, \(v_1=3.868\) and \(v_0=11.28/25.85=0.436\). The first integral gives

\[
i=\sqrt{2\,(42.98-0.11)}=9.26,\qquad K=9.26\times5.685=52.6\ \mu\text{A}/\mu\text{m},
\]

where 42.98 and 0.11 are \(e^v-1-v\) at the two ends. The conducting length \(K/J(V)\) has shrunk from 222 nm at small bias to 45 nm. At \(-100\) mV it is 459 nm and the current is \(-11.2\) µA/µm, 90 % of the limit \(J_0L=12.5\) µA/µm. The forward-to-reverse current ratio is thus 4.7, whereas a uniformly biased diode would give \(e^{3.868}=48\). The sheet hides most of the rectification of the interface.

## How far the model carries

These parameters are round numbers chosen for illustration. Measured contacts to MoS\(_2\) spread widely, from below one to tens of kΩ µm, and 4.7 kΩ µm lies within that range. The most uncertain input is \(J_0\). If electrons are emitted over a barrier, it depends exponentially on the barrier height. The bulk emission law, used only as a rough guide, assigns 0.20 eV to the chosen value.

This height cannot be the distance from the Fermi level up to the conduction band of the monolayer under the metal. With the band that far above, the sheet would be almost empty and \(R_s\) about two thousand times larger at the mobility assumed below. To combine the diode law with the chosen \(R_s\), we must assume a separate barrier between the metal and a well-filled sheet. Its top must stay at a fixed height above the Fermi level of the metal, and it must be thick enough to suppress tunnelling. This is a restrictive assumption: if the voltage instead dropped evenly across a uniform barrier, the top would follow the higher of the two Fermi levels, and the emission current would be odd in \(u\), without rectification. If electrons instead tunnel through a thin gap, the vertical current can be much closer to linear, and the rectification computed here need not appear. The example therefore illustrates the equations and does not predict a particular MoS\(_2\) contact. A barrier higher by 60 meV would reduce \(J_0\) tenfold and raise the small-bias resistance by \(\sqrt{10}\) if the contact remained long compared with the new, larger \(L_T\). The 500 nm contact would not, and its resistance would rise about fivefold.

In a real contact the barrier may depend on voltage, which the model excludes. A simple substitute is

\[
J=J_0e^{u/(nV_T)}\left(1-e^{-u/V_T}\right),
\]

which keeps zero current and the same conductance \(J_0/V_T\) at \(u=0\). The coth law is therefore untouched. For \(n=1.1\) and 500 nm, however, the current changes by \(-13\,\%\) at \(+100\) mV, and its magnitude by \(+20\,\%\) at \(-100\) mV. The reverse saturation is the less reliable prediction.

The metal also acts as a gate. With an assumed mobility of 30 cm²/(V s), the chosen \(R_s\) corresponds to a sheet density of \(1.04\times10^{13}\) cm\(^{-2}\). Across an assumed 0.5 nm vacuum gap, 100 mV changes this density by 10 %. Letting \(R_s\) follow this density changes the current by \(+3.9\,\%\) at \(+100\) mV and its magnitude by \(-1.3\,\%\) at \(-100\) mV. These are high estimates for the contact assumed here: a 0.20 eV barrier only 0.5 nm thick would pass mostly tunnelling current, and a thicker gap of the same permittivity would couple the metal less strongly to the sheet. The charge that the metal transfers at zero bias is a separate matter: \(R_s\) must be the value under the contact, which can differ from that of the channel.

For heating, note that \((Ku)'=uJ+R_sK^2\). The electrical power per width is therefore \(K(L)V\), or 5.3 µW/µm at \(+100\) mV. Spread evenly over the contact and conducted through 90 nm of oxide at 1.4 W/(m K), it gives 0.7 K and raises \(J_0\) by about 2 %. Without lateral spreading the edge would warm by 11 K. At about 3 % per kelvin its local \(J_0\) would then rise by a third or more. The current responds less strongly: at fixed \(V_T\) that of a long contact varies only as \(\sqrt{J_0}\), and heating also lowers \(u/V_T\). A uniform rise of 11 K at fixed \(R_s\) raises the current at \(+100\) mV by 12 %, which could not be neglected. The true value depends on how well the metal spreads the heat. It also depends on the thermal resistance of the interfaces, left out here, which can be as large as that of the oxide and would then double both temperature rises. Peltier heat is left out as well. In forward bias electrons pass from the sheet into the metal and release the energy they carry above the Fermi level. At the density assumed this is about 40 to 75 meV per electron, depending on the scattering law, and it raises the two estimates to about 1.0–1.2 K and 14–17 K. In reverse bias the same term cools the contact.

Three estimates remain. The mean free path is of the order of 1 nm, far below the 45 nm conducting length; the estimate uses a degenerate formula at only moderate filling and serves to exclude ballistic transport, no more. The edge field of 0.01 MV/cm gives a drift velocity of \(3\times10^5\) cm/s, below but not far below the saturation scale. With a drift velocity \(\mu E/[1+(\mu E/v_{\rm sat})^\beta]^{1/\beta}\), where \(\mu\) is the low-field mobility and \(E\) the lateral field, the current at \(+100\) mV falls by 3.5 % (\(\beta=1\)) or 0.1 % (\(\beta=2\)) for \(v_{\rm sat}=3\times10^6\) cm/s, and by 10 % or 1.3 % for \(10^6\) cm/s, so the effect can match that of gating. The sheet resistance of a 50 nm metal film is only about \(2\times10^{-5}\) of \(R_s\), which supports the equipotential assumption. The other lengths and biases are in the numerical output.

## Computed results

```
temperature 300 K, kT/q = 25.852 mV
sheet resistance = 20.0 kohm/sq
J0 = 2500 A/cm2, rho_c = 1.0341e-05 ohm cm2
transfer length LT = 227.39 nm
sqrt(Rs rho_c) = 4547.7 ohm um
current unit kT/(q Rs LT) = 5.6846 uA/um
resistance in ohm um: L(nm), L/LT, coth law, +1 mV, -1 mV, mean
   50 0.2199 21013.9 20622.7 21410.2 21016.5
  100 0.4398 10999.0 10811.9 11188.8 11000.4
  200 0.8796 6439.7 6357.1 6523.4 6440.3
  500 2.1989 4661.0 4628.1 4694.0 4661.1
 1000 4.3978 4549.1 4519.7 4578.4 4549.1
L = 500 nm: V(mV), u(0)(mV), K(uA/um), V/K(ohm um), K/J(V)(nm)
  -100 -45.637 -11.234 8901.7 458.9
   -50 -15.904 -7.723 6474.0 361.1
   -10 -2.357 -2.002 4995.6 249.6
    10 2.040 2.306 4336.6 195.3
    50 7.737 15.945 3135.7 107.8
   100 11.276 52.641 1899.7 44.9
small-bias K/J = LT tanh(L/LT) = 221.9 nm
reverse limit J0 L = 12.500 uA/um
+100 mV bracket for u(0): 0.0949 to 21.915 mV
+100 mV trial integrations = 7
start at upper bound diverges after 390.2 nm
largest relative error, ladder vs shooting = 2.7e-06
largest relative error, coth law, v1 = 0.001: 8.3e-08
sheet density = 1.040e+13 cm-2, mobility 30 cm2/Vs
mass 0.5 m_e, n/(DOS kT) = 0.963
gap 0.5 nm: C_gap = 1.771 uF/cm2, C_quantum = 41.4 uF/cm2
density change at 100 mV = 10.19 %
+100 mV current change: ideality 1.1: -12.9 %, sheet density: 3.93 %
-100 mV current change: ideality 1.1: 19.6 %, sheet density: -1.30 %
barrier implied by bulk emission law = 0.199 eV
oxide 90 nm, 1.4 W/(m K): mean heating 0.68 K, edge without spreading 11.09 K
J0 rise from mean heating = 2.2 %
mean free path (degenerate estimate) = 1.13 nm
edge field = 0.0105 MV/cm, drift velocity = 3.16e+05 cm/s
metal/sheet resistance ratio = 2.4e-05
```
